\section*{One-centre exchange in the PAW method: crossed indices and D_ij}

\section{The situation}

Close to a nucleus a valence orbital varies rapidly: it may have a cusp, a sharp peak, or radial nodes forced by orthogonality to the core orbitals. The projector augmented-wave (PAW) method replaces it by a smooth orbital and restores the true shape inside a sphere around each atom. For a Hartree--Fock or hybrid calculation the exchange energy must be restored too. The Hartree energy needs the electron density, but exchange needs products of two different orbitals. Can the correction still be written with the small on-site matrix $\rho_{ij}$ that serves the Hartree term, and which potential does it give?

Hartree atomic units are used. Spin is collinear, the spheres do not overlap, and the exchange energy of orbitals $\psi_n$ with occupations $f_n$ is taken as
\begin{equation}
E_x=-\frac12\sum_\sigma\sum_{nm\in\sigma}f_nf_m\,(n_{nm}|n_{mn}),\qquad n_{nm}=\psi_n^*\psi_m ,
\label{fock}
\end{equation}
with the bilinear Coulomb bracket, which contains no complex conjugation,
\begin{equation}
(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=(g|f).
\end{equation}
Core orbitals are left out at first.

\section{Pair densities in PAW}

In one sphere of radius $r_c$ let $\phi_i$ be the all-electron partial waves and $\tilde\phi_i$ their smooth partners, with $\phi_i=\tilde\phi_i$ for $r>r_c$. The projectors $p_i$ live in the sphere and satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Then
\begin{equation}
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)c_{in},\qquad c_{in}=\langle p_i|\tilde\psi_n\rangle .
\end{equation}
Assume that the smooth waves are complete enough that $\tilde\psi_n=\sum_i\tilde\phi_ic_{in}$ inside the sphere. There $\psi_n=\sum_i\phi_ic_{in}$, while outside $\psi_n=\tilde\psi_n$. In both regions
\begin{equation}
n_{nm}=\tilde n_{nm}+n^1_{nm}-\tilde n^1_{nm},
\label{pairsplit}
\end{equation}
where $\tilde n_{nm}=\tilde\psi_n^*\tilde\psi_m$ and
\begin{equation}
n^1_{nm}=\sum_{ij}c_{in}^*c_{jm}\phi_i^*\phi_j,\qquad
\tilde n^1_{nm}=\sum_{ij}c_{in}^*c_{jm}\tilde\phi_i^*\tilde\phi_j .
\end{equation}
With several atoms the last two terms of (\ref{pairsplit}) are summed over spheres.

The difference $n^1-\tilde n^1$ is confined to the sphere, but its potential is not: outside, it is a sum of multipole fields. A compensation charge removes them. With real harmonics $Y_{LM}$ define
\begin{align}
\hat n_{ij}&=\sum_{LM}q_{ij}^{LM}g_L(r)Y_{LM},\qquad \int_0^{r_c}r^{L+2}g_L\,dr=1,\\
q_{ij}^{LM}&=\int r^LY_{LM}\,(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,d\mathbf r ,
\end{align}
with $g_L=0$ beyond $r_c$ and every $L\le l_i+l_j$ included. Put $\hat n_{nm}=\sum_{ij}c^*_{in}c_{jm}\hat n_{ij}$ and
\begin{equation}
A_{nm}=\tilde n_{nm}+\hat n_{nm},\quad A^1_{nm}=\tilde n^1_{nm}+\hat n_{nm},\quad \Delta_{nm}=n^1_{nm}-A^1_{nm}.
\end{equation}
Equation (\ref{pairsplit}) becomes $n_{nm}=A_{nm}+\Delta_{nm}$. All multipole moments of $\Delta_{nm}$ vanish, so both $\Delta_{nm}$ and its potential are zero outside the sphere.

\section{Separating the Coulomb energy}

Insert this into the bracket of (\ref{fock}):
\begin{equation}
(n_{nm}|n_{mn})=(A_{nm}|A_{mn})+(A_{nm}|\Delta_{mn})+(\Delta_{nm}|A_{mn})+(\Delta_{nm}|\Delta_{mn}).
\end{equation}
In the two mixed terms the potential of $\Delta$ samples $A$ inside the sphere alone, and there $A=A^1$ by completeness. So $A$ may be replaced by $A^1$ in these terms. Since $n^1=A^1+\Delta$,
\begin{equation}
(A^1_{nm}|\Delta_{mn})+(\Delta_{nm}|A^1_{mn})+(\Delta_{nm}|\Delta_{mn})=(n^1_{nm}|n^1_{mn})-(A^1_{nm}|A^1_{mn}).
\end{equation}
Therefore
\begin{equation}
(n_{nm}|n_{mn})=(A_{nm}|A_{mn})+\big[(n^1_{nm}|n^1_{mn})-(A^1_{nm}|A^1_{mn})\big].
\label{split}
\end{equation}
With several atoms the bracketed term is summed over spheres. No term couples two spheres, because the potential of one $\Delta$ vanishes in the other sphere.

The bracketed term is bilinear in products of partial waves. Its coefficients form the tensor
\begin{equation}
C_{ijkl}=(\phi_i^*\phi_j|\phi_k^*\phi_l)-(\tilde\phi_i^*\tilde\phi_j+\hat n_{ij}\,|\,\tilde\phi_k^*\tilde\phi_l+\hat n_{kl}).
\label{C}
\end{equation}
The first term is written $(ij|kl)$ below. It depends on how the partial waves continue beyond $r_c$. The difference $C$ does not, because each of its contributions contains a $\Delta$, whose density and potential stay in the sphere.

Two symmetries follow from (\ref{C}). Exchanging $\mathbf r$ and $\mathbf r'$ gives $C_{ijkl}=C_{klij}$. Complex conjugation turns $\phi_i^*\phi_j$ into $\phi_j^*\phi_i$ and $\hat n_{ij}$ into $\hat n_{ji}$, so $C_{ijkl}^*=C_{jilk}$.

\section{Two ways to contract one tensor}

The on-site density matrix of spin $\sigma$ is
\begin{equation}
\rho^\sigma_{ij}=\sum_{n\in\sigma}f_n\,c_{in}^*c_{jn}=\sum_{n\in\sigma}f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle .
\label{rho}
\end{equation}

For the Hartree energy the brackets are $(n_{nn}|n_{mm})$. The separation (\ref{split}) holds for them by the same argument, and the one-centre part is
\begin{equation}
E_H^1=\frac12\sum_{nm}f_nf_m\sum_{ijkl}c_{in}^*c_{jn}\,c_{km}^*c_{lm}\,C_{ijkl}
=\frac12\sum_{ijkl}\rho_{ij}\rho_{kl}C_{ijkl},
\label{EH}
\end{equation}
with $\rho=\rho^\uparrow+\rho^\downarrow$. This is the part quadratic in the valence density; the nucleus and the frozen core add terms linear in $\rho$.

For exchange the first pair density is $n_{nm}$ and the second is $n_{mn}$. For one spin,
\begin{equation}
E_x^1=-\frac12\sum_{nm}f_nf_m\sum_{ijkl}c_{in}^*c_{jm}\,c_{km}^*c_{ln}\,C_{ijkl}.
\end{equation}
The orbital label $n$ now sits on $i$ and $l$, and $m$ sits on $k$ and $j$. The orbital sums give
\begin{equation}
\sum_nf_nc_{in}^*c_{ln}=\rho_{il},\qquad \sum_mf_mc_{km}^*c_{jm}=\rho_{kj}.
\end{equation}
Hence $E^1_x=-\frac12\sum\rho_{il}\rho_{kj}C_{ijkl}$. Interchanging the names $j$ and $l$ and restoring the spin sum,
\begin{equation}
\boxed{E_x^1=-\frac12\sum_\sigma\sum_{ijkl}\rho^\sigma_{ij}\rho^\sigma_{kl}\,C_{ilkj}.}
\label{Ex}
\end{equation}
The tensor is that of (\ref{EH}) with its second and fourth indices interchanged. These are the two unstarred waves. In the Hartree term each Coulomb vertex holds the two indices of one density matrix; in exchange it holds one index from each.

The starred waves must stay in the first and third places. The contraction $\rho_{ij}\rho_{kl}C_{ikjl}$ agrees with (\ref{Ex}) for real partial waves and a real symmetric $\rho$: interchange $k$ and $l$, use $\rho_{lk}=\rho_{kl}$, and reverse the order in the real product $\phi_j\phi_k$. For complex quantities this argument fails.

\section{The matrix $D_{ij}$}

Differentiate (\ref{Ex}) for one spin, treating all $\rho_{ij}$ as independent. The element $\rho_{ab}$ can be the first factor or the second:
\begin{equation}
\frac{\partial E_x^1}{\partial\rho_{ab}}=-\frac12\sum_{kl}\rho_{kl}C_{alkb}-\frac12\sum_{ij}\rho_{ij}C_{ibaj}.
\end{equation}
By the exchange symmetry $C_{ibaj}=C_{ajib}$. Renaming $i\to k$ and $j\to l$ makes the second sum equal to the first, so the factor $\frac12$ disappears:
\begin{equation}
\boxed{D^{x,\sigma}_{ij}=\frac{\partial E_x^1}{\partial\rho^\sigma_{ij}}=-\sum_{kl}\rho^\sigma_{kl}\,C_{ilkj}.}
\label{D}
\end{equation}
The Hartree counterpart is $D^H_{ij}=\sum_{kl}\rho_{kl}C_{ijkl}$.

The matrix is Hermitian. The symmetries give $C_{ilkj}^*=C_{lijk}=C_{jkli}$, and $\rho_{kl}^*=\rho_{lk}$, so
\begin{equation}
(D^x_{ij})^*=-\sum_{kl}\rho_{lk}C_{jkli}=D^x_{ji},
\end{equation}
where the last step interchanges the names $k$ and $l$. Because the energy is quadratic, $\sum_{ij}\rho_{ij}D^x_{ij}=2E^1_x$ for each spin. For the same reason the linear response is $\delta D^{x,\sigma}_{ij}=-\sum_{kl}C_{ilkj}\,\delta\rho^\sigma_{kl}$, with a kernel that does not depend on the state.

Two special cases fix signs and factors. Without spin polarization $\rho^\sigma=\rho/2$, and
\begin{equation}
E_x^1=-\frac14\sum_{ijkl}\rho_{ij}\rho_{kl}C_{ilkj},\qquad D^x_{ij}=-\frac12\sum_{kl}\rho_{kl}C_{ilkj}.
\end{equation}
The energy prefactor is $-\frac12$ times two spins times $(\frac12)^2$. If instead a single spin orbital is occupied, $\rho_{ij}=f c_i^*c_j$ and
\begin{equation}
\rho_{ij}\rho_{kl}=f^2c_i^*c_jc_k^*c_l=\rho_{il}\rho_{kj}.
\end{equation}
Putting the right-hand side into (\ref{Ex}) and interchanging $j$ and $l$ gives $E_x^1=-E_H^1$. The self-interaction cancels within the one-centre terms.

\section{What $D_{ij}$ does not contain}

From (\ref{rho}), varying $\langle\tilde\psi_n|$ in $E_x^1$ gives
\begin{equation}
\frac{\delta E_x^1}{\delta\langle\tilde\psi_n|}=f_n\sum_{ij}|p_i\rangle D^x_{ij}\langle p_j|\tilde\psi_n\rangle .
\end{equation}
The soft energy $\tilde E_x=-\frac12\sum f_nf_m(A_{nm}|A_{mn})$ also contains projectors, through $\hat n_{nm}$. The orbital $\tilde\psi_n^*$ enters either factor of the bracket, and the two contributions are equal, so
\begin{equation}
\frac{\delta\tilde E_x}{\delta\langle\tilde\psi_n|}=-f_n\sum_mf_m\Big[v_{mn}|\tilde\psi_m\rangle+\sum_{ij}|p_i\rangle(\hat n_{ij}|A_{mn})\,c_{jm}\Big],
\label{soft}
\end{equation}
where $v_{mn}$ is the Coulomb potential of $A_{mn}$ and $m$ has the spin of $n$. In the Hartree problem one potential acts on all orbitals, and its integral with $\hat n_{ij}$ can be added to $D_{ij}$. In (\ref{soft}) the potential belongs to a pair of orbitals, the coefficient $c_{jm}$ belongs to the other orbital, and $A_{mn}$ extends outside the sphere. This term depends on $\tilde\psi_n$ outside the sphere and not just on its projections $c_{jn}$. As an operator on an arbitrary smooth orbital it therefore does not have the form $\sum_{ij}|p_i\rangle D_{ij}\langle p_j|$ of the $D^x_{ij}$ term: it is in general nonzero even on an orbital whose projections all vanish. It must be applied separately.

\section{The frozen core}

Let core orbitals $\phi_c$ be fully occupied in both spins and confined to the sphere. In (\ref{fock}) a core--valence pair occurs twice, which cancels the factor $\frac12$. With $\psi_n=\sum_i\phi_ic_{in}$,
\begin{equation}
E_x^{cv}=\sum_\sigma\sum_{ij}\rho^\sigma_{ij}X_{ij},\qquad X_{ij}=-\sum_c(\phi_i^*\phi_c|\phi_c^*\phi_j).
\end{equation}
This energy is linear in $\rho$ and adds the constant matrix $X_{ij}$ to $D_{ij}$. Core--core exchange is a constant. The quadratic law is thus a statement about valence--valence exchange.

\section{The nitrogen atom}

The free nitrogen atom in its quartet state, $2s^22p^3$, was computed by restricted open-shell Hartree--Fock in the cc-pVTZ basis. This level leaves out correlation and relativity and has a basis-set error. The $2s$ and $2p$ orbitals serve as partial waves, with the three $2p$ electrons in spin up. The integrals over all space, found by radial quadrature with an expansion in harmonics, are, in hartree,
\begin{align}
(ss|ss)&=0.6838, & (ss|pp)&=0.6686,\\
(sp|ps)&=0.1374, & \textstyle\sum_{p'}(pp'|p'p)&=0.7753 .
\end{align}
Crossing turns $(ss|pp)$ into $(sp|ps)$. The first is the repulsion of two charge clouds. In the second the product of an $s$ and a $p$ wave has no monopole, and a dipole interaction alone remains.

For the free atom the all-electron part can be read by itself, with $(ij|kl)$ in place of $C_{ijkl}$. The spin-up matrix $\rho$ is one on $2s$ and on each $2p$; the spin-down matrix is one on $2s$. Equation (\ref{D}) gives, in hartree,
\begin{align}
D^\uparrow_{ss}&=-(0.6838+3\times0.1374)=-1.0959,\\
D^\uparrow_{pp}&=-(0.1374+0.7753)=-0.9126,\\
D^\downarrow_{ss}&=-0.6838,\qquad D^\downarrow_{pp}=-0.1374 ,
\end{align}
where the last digits follow the unrounded integrals. The two $2s$ values differ by $3(sp|ps)=0.412$ hartree, the exchange of a spin-up $2s$ electron with the three $2p$ electrons. The spin-down $2p$ level is empty but still has a matrix element, because $D_{ij}$ describes what an electron in that wave would feel.

The energies follow from $E_x=\frac12\sum\rho_{ij}D_{ij}$:
\begin{align}
E_x^\uparrow&=\tfrac12(-1.0959-3\times0.9126)=-1.9169,\\
E_x^\downarrow&=\tfrac12(-0.6838)=-0.3419 .
\end{align}
The core matrix, also integrated over all space, has $X_{ss}=-0.0640$ and $X_{pp}=-0.0288$ hartree, so $E_x^{cv}=2X_{ss}+3X_{pp}=-0.2144$ hartree. With the core--core term, $-4.1251$ hartree, the exchange energy of the atom is $-6.5983$ hartree, or $-179.55$ eV.

\section{The PAW correction for nitrogen}

Now take $r_c=1.2$ bohr. Each smooth wave is $r^l$ times a cubic polynomial in $r^2$ inside the sphere, fixed by the all-electron values at $1.20$, $1.25$, $1.30$ and $1.35$ bohr. The value is then continuous at $r_c$, while the slope matches only to within about $0.3\%$; the separation (\ref{split}) does not require more. A second $s$ and a second $p$ wave are made from $r^2$ times the first ones, orthogonalized to the occupied orbitals of the same $l$ and normalized. The compensation charges have $g_L\propto r^L(1-r^2/r_c^2)^2$.

The full tensor then has $C_{ssss}=-0.0043$ and $C_{spps}=-0.0010$ hartree, and
\begin{align}
D^\uparrow_{ss}&=+0.0072, & D^\uparrow_{pp}&=-0.0120,\\
D^\downarrow_{ss}&=+0.0043, & D^\downarrow_{pp}&=+0.0010 .
\end{align}
Some diagonal elements are positive. In the all-electron part this cannot happen, because $-D_{ii}$ is a sum of terms $f_n(\phi_i^*\psi_n|\psi_n^*\phi_i)$, each the Coulomb energy of a function with its own conjugate and so not negative. The tensor $C$ is a difference of two such energies, and its sign is not fixed. The one-centre exchange energy is
\begin{equation}
E_x^1=\tfrac12(0.0072-3\times0.0120+0.0043)=-0.0123\ \text{hartree},
\end{equation}
or $-0.33$ eV. It is about $0.5\%$ of the valence exchange energy, $-2.2589$ hartree; the soft part carries the rest. This division depends on $r_c$ and on the chosen smooth waves and compensation charges.

\section{Orbitals that differ from the partial waves}

In the free atom the smooth orbitals coincide with smooth partial waves everywhere. A more general case uses three orthonormal orbitals of one spin with occupations $1.0$, $0.7$ and $0.4$. Inside the sphere they are random complex combinations of the eight smooth waves above; outside, random $s$ and $p$ tails proportional to $(r-r_c)^3e^{-(r-r_c)^2}$ are added. The projectors are combinations of $(1-r^2/r_c^2)^2\tilde\phi_j$. Integrating the all-electron pair densities directly gives the left-hand sides below, and the separated form gives the right-hand sides, in hartree:
\begin{align}
E_x:&\quad -0.41191=-0.40994-0.00198,\\
E_H:&\quad \phantom{-}0.89098=\phantom{-}0.88870+0.00228 ,
\end{align}
up to rounding of the last digit. The same $C$ serves both lines.

The place of the indices matters here. The all-electron one-centre exchange is $-0.1876$ hartree with $(il|kj)$, equal to the explicit orbital sum, but $-0.1057$ hartree with $(ik|jl)$ when the $p$ waves carry the complex harmonics $Y_{1m}$. The first value does not depend on the angular basis of the waves; the second does, and is $-0.1092$ hartree with real $p$ waves.

The two assumptions can be relaxed in turn. If the compensation charges are dropped from both the soft and the one-centre terms, the exchange energy is wrong by $0.0081$ hartree, about four times the size of the one-centre correction. This number holds for partial waves continued over all space. Without compensation charges the potential of $n^1-\tilde n^1$ reaches beyond $r_c$, so the one-centre term, and with it the error, depends on how the waves are continued there. If the smooth part of the first orbital receives an extra $s$-type piece $0.3\cos(8r/r_c)(1-r^2/r_c^2)^2Y_{00}$, which the partial waves do not span, the separated energy differs from the direct one by $-0.0002$ hartree. This value belongs to these orbitals and occupations and is no measure of the general size of the error: the same piece added to a single fully occupied smooth $2s$ spin orbital gives $-0.006$ hartree when that orbital is taken positive at $r_c$, and $+0.008$ hartree when it is taken negative.

Finally let $\tilde\psi_1\to\tilde\psi_1+t\eta$, with $t$ real and $\eta$ another random orbital of the same kind. The slope of the direct exchange energy at $t=0$, from five-point finite differences, is $0.2211$ hartree. The variations derived above, each with its complex conjugate, give
\begin{equation}
0.1972+0.0220+0.0018=0.2210\ \text{hartree},
\end{equation}
equal to the slope within rounding. The terms are the local part of (\ref{soft}), its compensation-charge part and the $D^x_{ij}$ part. For this variation the compensation-charge part is about twelve times the $D^x_{ij}$ part, so a calculation that kept $D^x_{ij}$ as its sole projector term would have the wrong gradient.
